# Electron density and neutral background edge at an infinite barrier

## Definitions and conventions

Non-interacting electrons of spin 1/2 occupy the half-space $x>0$. An infinite potential wall at $x=0$ forces every orbital to vanish there, and the potential is flat for $x>0$. The temperature is zero, and all states with wave number up to $k_F$ are filled. Atomic units are used in the algebra: $\hbar$, the electron mass, the elementary charge and $4\pi\epsilon_0$ equal one.

The symbol $n(x)$ is the electron density at depth $x$, and $n$ without an argument is its bulk value. The spherical Bessel function $j_1$ and the scaled depth $y$ are

$$j_1(y)=\frac{\sin y}{y^2}-\frac{\cos y}{y},\qquad y=2k_Fx .$$

The positive charge is a uniform background with a sharp edge: its density is $n_+(x)=n_+$ for $x>b$ and zero for $x<b$. The two results to be derived are

$$n(x)=n\left[1-\frac{3j_1(y)}{y}\right],\quad n=\frac{k_F^3}{3\pi^2},\qquad\text{and}\qquad b=\frac{3\pi}{8k_F}.$$

The second holds for a neutral surface on a neutral bulk. Since $b>0$, the background begins on the electron side of the wall, a distance $b$ from it.

## First derivation: summing standing waves

**Orbitals.** Put a second wall at $x=L$ and let $L\to\infty$ later. The normalized orbitals are $\sqrt{2/L}\,\sin(kx)$ times a plane wave parallel to the surface, with $k=m\pi/L$ and $m=1,2,3,\dots$ Changing $k$ to $-k$ only changes the sign of the orbital, so negative $k$ adds no new state. The value $k=0$ gives a function that vanishes everywhere, which is not a state.

**Filling.** For a given $k$, the parallel wave vector may lie anywhere in a disc of squared radius $k_F^2-k^2$. There are $1/(2\pi)^2$ parallel states per unit surface area and unit area of wave-vector space, and two spins. The number of electrons per surface area is therefore

$$g(k)=2\,\frac{\pi(k_F^2-k^2)}{(2\pi)^2}=\frac{k_F^2-k^2}{2\pi}.$$

**Density.** Each electron contributes $(2/L)\sin^2(kx)$. The allowed $k$ are spaced by $\pi/L$, so at fixed $x$ the sum over $m$ becomes $(L/\pi)\int dk$ as $L\to\infty$:

$$n(x)=\frac{L}{\pi}\int_0^{k_F}\!dk\;\frac{2}{L}\sin^2(kx)\,\frac{k_F^2-k^2}{2\pi}=\frac{1}{\pi^2}\int_0^{k_F}(k_F^2-k^2)\sin^2(kx)\,dk .$$

Now write $\sin^2(kx)=\tfrac12[1-\cos(2kx)]$. The constant part gives the bulk density,

$$\frac{1}{2\pi^2}\left(k_F^3-\frac{k_F^3}{3}\right)=\frac{k_F^3}{3\pi^2}=n .$$

In the cosine part set $k=k_Fu$, so that $2kx=uy$. It becomes $-\dfrac{k_F^3}{2\pi^2}I(y)$ with $I(y)=\int_0^1(1-u^2)\cos(uy)\,du$. A first integration by parts has no boundary term, because $1-u^2$ vanishes at $u=1$ and $\sin(uy)$ at $u=0$. A second one finishes the integral:

$$I(y)=\frac2y\int_0^1u\sin(uy)\,du=\frac2y\left[-\frac{\cos y}{y}+\frac{\sin y}{y^2}\right]=\frac{2j_1(y)}{y}.$$

The cosine part is thus $-(k_F^3/\pi^2)\,j_1(y)/y=-3n\,j_1(y)/y$, which proves the density formula.

**At the wall.** For $k_Fx\ll1$, replace $\sin^2(kx)$ by $k^2x^2$ in the integral for $n(x)$:

$$n(x)\approx\frac{x^2}{\pi^2}\left(\frac{k_F^5}{3}-\frac{k_F^5}{5}\right)=\frac{2k_F^5x^2}{15\pi^2}=\frac25\,n\,(k_Fx)^2 .$$

The density starts quadratically because each orbital starts linearly.

**Far inside.** For $y\gg1$ the leading part of $j_1(y)$ is $-\cos y/y$, so

$$n(x)\approx n\left[1+\frac{3\cos(2k_Fx)}{(2k_Fx)^2}\right].$$

These are Friedel oscillations, with period $\pi/k_F$ in $x$. They come from the end point $u=1$ of $I(y)$, where the filling stops with a finite slope.

**Neutrality.** Down to a depth $X>b$, the net charge per area is $n_+(X-b)-\int_0^Xn(x)\,dx$. The electron density tends to $n$, so this charge grows in proportion to $X$ unless $n_+=n$. With that choice, the charge vanishes for $X\to\infty$ if

$$b=\int_0^\infty\left[1-\frac{n(x)}{n}\right]dx=\frac{3}{2k_F}\int_0^\infty\frac{j_1(y)}{y}\,dy .$$

The factor $1/(2k_F)$ comes from $dx=dy/(2k_F)$. To evaluate the integral, stop it at $Y$ and insert $j_1(y)/y=\tfrac12I(y)$. The integral of $\cos(uy)$ over $y$ is $\sin(uY)/u$, hence

$$\int_0^Y\frac{j_1(y)}{y}dy=\frac12\int_0^1\frac{1-u^2}{u}\sin(uY)\,du=\frac12\int_0^Y\frac{\sin t}{t}\,dt-\frac12\,j_1(Y).$$

The last term follows from $\int_0^1u\sin(uY)du=j_1(Y)$, found above, and it tends to zero. For the other term use $1/t=\int_0^\infty e^{-st}ds$ and do the $t$ integral first:

$$\int_0^Y\frac{\sin t}{t}dt=\int_0^\infty\frac{ds}{1+s^2}-\int_0^\infty e^{-sY}\,\frac{\cos Y+s\sin Y}{1+s^2}\,ds .$$

The first integral is $\pi/2$. In the second, $|\cos Y+s\sin Y|\le\sqrt{1+s^2}$, so its size is at most $\int_0^\infty e^{-sY}ds=1/Y$. The limit is $\pi/2$, and therefore

$$\int_0^\infty\frac{j_1(y)}{y}dy=\frac{\pi}{4},\qquad b=\frac{3}{2k_F}\cdot\frac{\pi}{4}=\frac{3\pi}{8k_F}.$$

**The same edge from a slab of finite width.** The sum over levels can also be done before $L$ becomes large. Let $M$ levels be filled and place $k_F$ halfway between levels $M$ and $M+1$, so that $\kappa=k_FL/\pi=M+\tfrac12$. The number of electrons per area is

$$N=\sum_{m=1}^{M}g\!\left(\frac{m\pi}{L}\right)=\frac{\pi}{2L^2}\sum_{m=1}^{M}(\kappa^2-m^2).$$

Since $M(M+1)=\kappa^2-\tfrac14$ and $2M+1=2\kappa$, the sum of squares $M(M+1)(2M+1)/6$ equals $\kappa(\kappa^2-\tfrac14)/3$. This gives

$$\sum_{m=1}^{M}(\kappa^2-m^2)=\left(\kappa-\tfrac12\right)\kappa^2-\frac{\kappa^3}{3}+\frac{\kappa}{12}=\frac23\kappa^3-\frac12\kappa^2+\frac{\kappa}{12}.$$

With $L=\pi\kappa/k_F$ the prefactor is $k_F^2/(2\pi\kappa^2)$. The first term then gives $k_F^2\kappa/(3\pi)$, which is $nL$. The deficit is

$$nL-N=\frac{k_F^2}{4\pi}\left(1-\frac{1}{6\kappa}\right).$$

It is shared by two walls. Dividing by $2n$ gives an edge at $b\,[1-1/(6\kappa)]$, which tends to $b$ for a wide slab. The leading deficit, $k_F^2/(4\pi)$, is half of $g(0)$: the integral over $k$ counts half a term at $k=0$, where no state exists. The size and sign of the finite-width correction, the departure of this factor from one, depend on where $k_F$ falls between levels: for $k_F$ on a level, $\kappa=M$, the sum is $\tfrac23\kappa^3-\tfrac12\kappa^2-\tfrac16\kappa$ and the factor is $1+1/(3\kappa)$. A finite slab can be made neutral at any wall spacing by adjusting its filling. If $k_F$ is to keep the bulk value belonging to the background density, a neutral slab whose background has thickness $d$ needs its walls a distance $d+3\pi/(4k_F)$ apart, up to such a finite-width correction.

## Second derivation: reflection of the infinite gas

**From full space to half-space.** Consider first an infinite gas without a wall. Its one-particle density matrix, summed over spin, depends on the separation of two points alone:

$$\gamma_0(\mathbf r-\mathbf r')=2\int_{|\mathbf k|<k_F}\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot(\mathbf r-\mathbf r')} .$$

Let $P$ reverse the sign of $x$ and leave the parallel coordinates unchanged. The kinetic energy is unchanged by $P$, so the states of the infinite gas can be chosen even or odd. An odd state vanishes at $x=0$ and, restricted to $x>0$, satisfies the condition at the wall. Conversely, every half-space state extended as an odd function is a state of the infinite gas with the same energy. The half-space problem is the odd half of the full-space problem.

The operator $(1-P)/2$ selects the odd part, so the odd states contribute $\tfrac12[\gamma_0(\mathbf r-\mathbf r')-\gamma_0(\mathbf r-P\mathbf r')]$ to the density matrix. An odd state normalized in full space has half its weight in $x>0$. Normalizing it there multiplies the orbital by $\sqrt2$, and the density matrix by 2:

$$\gamma(\mathbf r,\mathbf r')=\gamma_0(\mathbf r-\mathbf r')-\gamma_0(\mathbf r-P\mathbf r').$$

At $\mathbf r=\mathbf r'$ the first separation is zero, and the second is $2x$, the distance from the point to its mirror image. Writing $\gamma_0(s)$ for a separation of length $s$,

$$n(x)=\gamma_0(0)-\gamma_0(2x).$$

**The bulk density matrix.** The average of $e^{i\mathbf k\cdot\mathbf s}$ over the directions of $\mathbf k$ is $\sin(ks)/(ks)$. Hence

$$\gamma_0(s)=\frac{2\cdot4\pi}{8\pi^3}\int_0^{k_F}k^2\,\frac{\sin(ks)}{ks}\,dk=\frac{1}{\pi^2s}\left[\frac{\sin(k_Fs)}{s^2}-\frac{k_F\cos(k_Fs)}{s}\right]=\frac{k_F^3}{\pi^2}\,\frac{j_1(k_Fs)}{k_Fs}.$$

The prefactor is $3n$. For small argument $j_1(z)/z\to1/3$, so $\gamma_0(0)=n$. Setting $s=2x$ gives $n(x)=n[1-3j_1(y)/y]$ again. The factor 2 in $y=2k_Fx$ is now the doubled distance to the mirror image.

**The edge.** The missing charge is the integral of the image term. Since $\gamma_0$ is even in $s$,

$$nb=\int_0^\infty\gamma_0(2x)\,dx=\frac12\int_0^\infty\gamma_0(s)\,ds=\frac14\int_{-\infty}^{\infty}\gamma_0(s)\,ds .$$

For a separation along $x$, integrating over the parallel wave vector first gives $\gamma_0(s)=\int\frac{dk}{2\pi}\,g(k)\,e^{iks}$, where $g(k)$ is the disc count found earlier and is zero for $|k|>k_F$. So $\gamma_0$ and $g$ are a Fourier pair. The function $g$ is continuous and $\gamma_0$ falls off as $1/s^2$, so the inverse transform may be taken at $k=0$:

$$\int_{-\infty}^{\infty}\gamma_0(s)\,ds=g(0)=\frac{k_F^2}{2\pi},\qquad b=\frac{g(0)}{4n}=\frac{k_F^2}{8\pi}\cdot\frac{3\pi^2}{k_F^3}=\frac{3\pi}{8k_F}.$$

## What each derivation assumes

Both assume independent electrons, an impenetrable wall and a flat potential beside it. They differ in what else they use.

The first needs explicit orbitals, and as carried out above it inserts the zero-temperature $g(k)$ from the start; another filling would change only $g(k)$ in $n(x)=(2/\pi)\int_0^\infty g(k)\sin^2(kx)\,dk$. In return it treats a slab of finite width and gives the correction for a chosen position of $k_F$ between the levels.

The second continues the flat potential to $x<0$, so that the extended gas is uniform and $\gamma_0$ depends on the separation alone. As carried out above, it treats a half-space with one wall and therefore one mirror image; a second wall would add repeated images. This derivation does not need a sharp Fermi surface: any filling that depends on energy alone leaves $n(x)=\gamma_0(0)-\gamma_0(2x)$ intact. If $g$ is continuous and $\gamma_0$ integrable, $b=g(0)/(4n)$ also remains.

A dilute hot gas illustrates a filling without a sharp Fermi surface. With temperature $T$ in energy units, $g(k)$ is proportional to $e^{-k^2/(2T)}$. The Gaussian integral gives $n=g(0)\sqrt{2\pi T}/(2\pi)$, and the transform gives $\gamma_0(s)=n\,e^{-Ts^2/2}$. Then

$$n(x)=n\left(1-e^{-2Tx^2}\right),\qquad b=\frac{2\pi}{4\sqrt{2\pi T}}=\frac12\sqrt{\frac{\pi}{2T}} .$$

The oscillations are gone, but the edge still lies at a positive distance from the wall. In this model the displacement comes from the vanishing of the orbitals at the wall, and the oscillations from the edge of the filling at the Fermi surface. Smearing that edge by temperature damps the oscillations rather than removing them at once: with Fermi-Dirac filling at $T$ equal to 0.4 of the chemical potential the first maximum still exceeds $n$ by about 3 percent.

Neither derivation lets the electrons respond to the electrostatic potential they create. At a wall of finite height the orbitals leak outward, and the value of $b$ found here no longer applies.

## Electrostatics of the surface

Let $v(x)$ be the electrostatic potential energy of an electron. Poisson's equation reads $v''(x)=4\pi[n_+(x)-n(x)]$, and $v'=0$ outside the wall.

If the background were started at the wall, a charge $nb=k_F^2/(8\pi)$ per area would be left over. The slope of $v$ would then change by $4\pi nb=k_F^2/2$ across the surface, and a field would persist however deep one goes.

With the correct edge the slope dies out, and a finite step remains. Integrating twice from the wall, the outside value minus the value at depth $X$ is

$$v(0)-v(X)=4\pi\int_0^X(X-x)\,[n(x)-n_+(x)]\,dx .$$

The constant part of $n(x)$ gives $nX^2/2$ and the background $n(X-b)^2/2$. Their difference is $n(Xb-b^2/2)$. The remaining part of $n(x)$ gives

$$-nX\int_0^X\frac{3j_1(y)}{y}\,dx+n\int_0^X\frac{3j_1(y)}{y}\,x\,dx .$$

By the earlier result, the first integral is $b$ minus a remainder $\frac{3}{4k_F}\left[\int_Y^\infty\frac{\sin t}{t}dt+j_1(Y)\right]$, with $Y=2k_FX$. One integration by parts shows that the tail integral is $\cos Y/Y$ plus terms of order $1/Y^2$. The leading part of $j_1(Y)$ is $-\cos Y/Y$ and cancels it. The remainder is of order $1/Y^2$, so it vanishes even after multiplication by $X$, and $-nXb$ cancels $+nXb$.

In the second integral $x\,dx=y\,dy/(4k_F^2)$. Since $j_1$ is minus the derivative of $\sin y/y$, the integral is $\frac{3}{4k_F^2}\left(1-\frac{\sin Y}{Y}\right)$, which tends to $3/(4k_F^2)$. The step is

$$D=4\pi n\left[\frac{3}{4k_F^2}-\frac{b^2}{2}\right]=\frac{4k_F^3}{3\pi}\left[\frac{3}{4k_F^2}-\frac{9\pi^2}{128k_F^2}\right]=k_F\left(\frac1\pi-\frac{3\pi}{32}\right).$$

It is positive: an electron has higher electrostatic energy outside than deep inside. This is not a work function. An infinite wall lets no electron out, and $D$ contains only the electrostatics of this model density.

## Worked example

Take a model metal with the round density $n=0.05$ electrons per cubic angstrom. Then

$$k_F=(3\pi^2\times0.05)^{1/3}=1.1397\ \text{Å}^{-1},\qquad b=\frac{3\pi}{8\times1.1397}=1.034\ \text{Å},$$

or 1.953 bohr. The Fermi energy is 4.95 eV.

The density rises from $0.032\,n$ at 0.25 Å to $0.432\,n$ at 1.00 Å and $1.009\,n$ at 2.00 Å. At the background edge it is $0.456\,n$. Because $(j_1/y)'=-j_2/y$, with $j_2$ the next spherical Bessel function, the first maximum lies at the first positive zero of $j_2$, $y=5.7635$. This is a depth of 2.53 Å, where the density exceeds $n$ by 8.6 percent. At 4.00 Å it has fallen to $0.964\,n$.

Between the wall and the edge there are 0.0085 electrons per square angstrom. Beyond the edge the electrons fall short of the background by the same amount.

Slabs of width 28.94, 277.02 and 2757.85 Å give edges at 1.0173, 1.0320 and 1.0335 Å. The first has $\kappa=10.5$, and the predicted factor $1-1/63$ turns 1.0337 Å into 1.0173 Å. An independent diagonalization of a slab with $\kappa=60.5$ on a grid of 6000 points agrees with the density formula near one wall to about $1\times10^{-4}$ of $n$; this residue comes from the finite width and the grid spacing.

A background started at the wall would leave $0.05\times1.0337=0.0517$ elementary charges per square angstrom and change the field by 9.35 V/Å. With the correct edge the step is $D=0.023786\,k_F=0.01435$ hartree, or 0.39 eV, about 8 percent of the Fermi energy. On the way in, $v(x)$ dips further, to about 0.70 eV below the outside value near 1.5 Å, so the neglected potential is not small beside the wall. Both $b$ and $D$ belong to the infinite wall and are not estimates for a real metal: for a step only 3 eV above the Fermi level at the same density, $b$ shrinks to about 0.29 Å and $D$ grows to about 0.9 eV. Integrating Poisson's equation numerically gives the same value. The numerical output below lists these quantities.

## Computed values

```
bulk density n             = 0.0500 1/angstrom^3
Fermi wave number kF       = 1.1397 1/angstrom
Fermi energy kF^2/2        = 4.949 eV
background edge b, formula = 1.0337 angstrom
background edge b, formula = 1.9534 bohr
edge from density integral = 1.0337 angstrom
slab width     28.94 angstrom: edge 1.0173 angstrom
slab width    277.02 angstrom: edge 1.0320 angstrom
slab width   2757.85 angstrom: edge 1.0335 angstrom
largest slab density error = 1.1e-04 of n
n(x)/n at x = 0.25 angstrom = 0.0321
n(x)/n at x = 0.50 angstrom = 0.1240
n(x)/n at x = 1.00 angstrom = 0.4319
n(x)/n at x = 1.50 angstrom = 0.7738
n(x)/n at x = 2.00 angstrom = 1.0092
n(x)/n at x = 3.00 angstrom = 1.0496
n(x)/n at x = 4.00 angstrom = 0.9644
n(x)/n at x = 5.00 angstrom = 1.0109
n(x)/n at the edge b       = 0.4557
first maximum at x         = 2.5285 angstrom
first maximum at 2 kF x    = 5.7635
n(x)/n at first maximum    = 1.0862
electrons from wall to b   = 0.00851 1/angstrom^2
leftover charge, edge at 0 = 0.05168 e/angstrom^2
field change, edge at 0    = 9.352 V/angstrom
potential step D / kF      = 0.023786 (atomic units)
potential step D, formula  = 0.3904 eV
potential step D, Poisson  = 0.3904 eV
potential step D, formula  = 0.01435 hartree
```
